# Why a non-Kramers doublet is not an ordinary spin one half

**Q:** I have an ion with \(S=2\) whose two lowest levels lie close together, far below the rest. Two levels make a spin one half, so I describe them by an effective spin \(1/2\) with a large \(g_\parallel\) and a small \(g_\perp\). I put the static field \(\mathbf B_0\) along the axis, the microwave field \(\mathbf B_1\) across it, and expect a line. What could be wrong with that?

**A:** Any two-level Hamiltonian can be written with Pauli matrices. What matters is which physical quantities stand in front of them, and time reversal \(T\) decides that. How does \(T\) act on your ion?

**Q:** It reverses spins and magnetic moments, and it is antiunitary: it conjugates coefficients. For an even number of electrons \(T^2=+1\), for an odd number \(T^2=-1\). My ion has an even number.

**A:** Then work at zero field, where the Hamiltonian commutes with \(T\). Each level is mapped to states of the same energy, so the space spanned by your pair is mapped into itself.

In this space we can find two basis states that \(T\) leaves unchanged. Take any state \(|v\rangle\) and form \(|v\rangle+T|v\rangle\). Because \(T^2=+1\), \(T\) leaves this sum unchanged. If the sum vanishes, then \(T|v\rangle=-|v\rangle\), and \(i|v\rangle\) is unchanged instead. Normalize the result and call it \(|u_1\rangle\). A state \(|w\rangle\) orthogonal to it stays orthogonal, since
\[
\langle u_1|Tw\rangle=\langle Tu_1|Tw\rangle=\langle u_1|w\rangle^*=0 .
\]
The same construction applied to \(|w\rangle\) gives \(|u_2\rangle\). In this basis \(T\) is plain complex conjugation, and an operator with matrix \(A\) is turned into \(A^*\).

What does a magnetic moment look like here?

**Q:** It is odd under \(T\), so \(A^*=-A\) and its elements are imaginary. It is also Hermitian, so the diagonal vanishes and the two off-diagonal elements are opposite. Only a real multiple of
\[
\tau_y=\begin{pmatrix}0&-i\\ i&0\end{pmatrix}
\]
is left. But the moment has three components.

**A:** Each of them is a multiple of that same matrix. Let \(M_i\) be the operator that multiplies \(\mu_B B_i\) in the Zeeman energy, projected on the pair. Then \(M_i=\tfrac12 g_i\tau_y\) with three real numbers \(g_i\). Collect them in a vector \(\mathbf g=g_{\rm eff}\mathbf n\), where \(\mathbf n\) is a unit vector:
\[
\mathbf B\cdot\mathbf M=\tfrac12\, g_{\rm eff}(\mathbf B\cdot\mathbf n)\,\tau_y .
\]
A field perpendicular to \(\mathbf n\) does nothing in first order. So \(g_\perp\) is zero, not small, and no spatial symmetry was used. The value of \(g_{\rm eff}\) may itself be zero, in which case no axis is defined.

**Q:** Doublets of odd-electron ions can also have \(g_\perp=0\). Is that the same effect?

**A:** No. For \(T^2=-1\), a state \(|\psi\rangle\) and its partner \(T|\psi\rangle\) are orthogonal:
\[
\langle\psi|T\psi\rangle=\langle T\psi|T^2\psi\rangle^*=-\langle T\psi|\psi\rangle^*=-\langle\psi|T\psi\rangle=0 .
\]
They have the same energy, which is the Kramers degeneracy. In the basis \(|\psi\rangle,\,T|\psi\rangle\), \(T\) is conjugation followed by \(-i\sigma_y\), so \(A\) becomes \(\sigma_yA^*\sigma_y\). This reverses the sign of \(\sigma_x\), \(\sigma_y\) and \(\sigma_z\) alike. All three are available to the moment, and none to a zero-field splitting.

Take \(S=3/2\) with axial anisotropy and lowest states \(m=\pm3/2\). There \(g_\perp=0\) because \(S_x\) and \(S_y\) change \(m\) by one, while the two states differ by three. That is spatial symmetry, and a rhombic distortion removes it. With the parameters we shall use for \(S=2\) below, diagonalizing the \(4\times4\) matrix and projecting the spin on the lowest doublet gives \(g=(0.56,\,0.62,\,5.94)\) instead of \((0,0,6)\), and no zero-field gap.

**Q:** So what can a distortion do to my pair?

**A:** Change to the eigenstates of the moment, \(|\pm\rangle=(|u_1\rangle\pm i|u_2\rangle)/\sqrt2\). Conjugation exchanges them, so \(A\) becomes \(\sigma_xA^*\sigma_x\). Apply this to each Pauli matrix:
\[
\sigma_x\to\sigma_x,\qquad \sigma_y\to\sigma_x(-\sigma_y)\sigma_x=\sigma_y,\qquad \sigma_z\to-\sigma_z .
\]
The moment is \(\sigma_z\). The other two matrices are even under \(T\), so crystal fields and strains may contain them. With all energies divided by \(h\), \(\beta=\mu_B/h\), and a common shift dropped,
\[
H=\tfrac12 g_{\rm eff}\beta(\mathbf B\cdot\mathbf n)\sigma_z+\tfrac12(\Delta_1\sigma_x+\Delta_2\sigma_y).
\]
In an ordinary spin one half, \(\sigma_x\) and \(\sigma_y\) go with transverse magnetic fields. Here they go with distortions.

**Q:** I thought time reversal made the two levels degenerate in the first place.

**A:** Not by itself when \(T^2=+1\). It needs help from spatial symmetry. Consider states \(m=\pm2\) and a threefold axis. A rotation by \(120^\circ\) multiplies them by \(e^{\mp4\pi i/3}\), two different phases that are complex conjugates. States of different phase cannot be mixed by a trigonal field, and \(T\), which commutes with the rotation, carries one kind into the other at the same energy. The pair stays degenerate.

With a fourfold axis, a rotation by \(90^\circ\) multiplies both states by \(-1\), and nothing forbids mixing. The term \(\tfrac q2(S_+^4+S_-^4)\) is tetragonal. The four steps from \(m=-2\) to \(m=2\) give the factor \(2\cdot\sqrt6\cdot\sqrt6\cdot2=24\), so the coupling is \(12q\) and the gap \(24|q|\). For \(q=0.10\) GHz that is 2.4 GHz.

**Q:** My ion has a rhombic distortion. Can we work out its gap?

**A:** Use the model
\[
H=D\left[S_z^2-\tfrac13S(S+1)\right]+E(S_x^2-S_y^2)+g\beta\,\mathbf B\cdot\mathbf S ,
\]
with round parameters \(D=-120\) GHz, \(E=12\) GHz and \(g=2\). For \(S=2\) the first term gives \(2D\) for \(m=\pm2\), \(-D\) for \(m=\pm1\) and \(-2D\) for \(m=0\). The second equals \(\tfrac E2(S_+^2+S_-^2)\). Since \(S_-|2\rangle=2|1\rangle\) and \(S_-|1\rangle=\sqrt6|0\rangle\), it couples \(|2\rangle\) to \(|0\rangle\) with strength \(\tfrac E2\cdot2\sqrt6=\sqrt6E\), and \(|-2\rangle\) to \(|0\rangle\) equally. Now form
\[
|a\rangle=\frac{|2\rangle-|-2\rangle}{\sqrt2},\qquad |s\rangle=\frac{|2\rangle+|-2\rangle}{\sqrt2}.
\]

**Q:** The couplings cancel for \(|a\rangle\), which stays at \(2D\). For \(|s\rangle\) they add to \(\sqrt2\cdot\sqrt6E=2\sqrt3E\). So I need the eigenvalues of
\[
\begin{pmatrix}2D&2\sqrt3E\\2\sqrt3E&-2D\end{pmatrix},
\]
which are \(\pm2\sqrt{D^2+3E^2}\). The lower one belongs to my pair, and
\[
\Delta=2D+2\sqrt{D^2+3E^2}=2\left(\sqrt{D^2+3E^2}-|D|\right)\approx\frac{3E^2}{|D|}
\]
for small \(|E/D|\).

**A:** In numbers, \(\Delta=2(121.7867-120)=3.573\) GHz, or 0.119 cm\(^{-1}\); the approximate form gives 3.60 GHz. The levels \(m=\pm1\) are coupled by \(\tfrac E2\cdot6=3E\) and lie at \(120\pm36\) GHz. The nearest of them is \(84+240=324\) GHz above \(|a\rangle\), so the pair is well isolated.

For \(g_{\rm eff}\) we need the lower mixed state, \(|s'\rangle=\cos\varphi\,|s\rangle-\sin\varphi\,|0\rangle\) for \(E>0\). The mixing angle follows from twice the coupling divided by the difference of the diagonal elements:
\[
\tan2\varphi=\frac{4\sqrt3|E|}{4|D|}=\frac{\sqrt3|E|}{|D|},\qquad \varphi=4.91^\circ .
\]
Since \(S_z|a\rangle=2|s\rangle\), the element \(\langle s'|S_z|a\rangle\) is \(2\cos\varphi\), and the diagonal elements vanish. The projected \(gS_z\) has eigenvalues \(\pm2g\cos\varphi\). These must equal \(\pm g_{\rm eff}/2\), so
\[
g_{\rm eff}=4g\cos\varphi=7.97 .
\]
Both states contain even \(m\) only, whereas \(S_x\) and \(S_y\) change \(m\) by one. Their projections vanish, and \(\mathbf n\) is the \(z\) axis.

**Q:** Then I can find the resonance. Let \(\theta\) be the angle between \(\mathbf B_0\) and \(\mathbf n\). A matrix \(\tfrac12(\zeta\sigma_z+\Delta_1\sigma_x+\Delta_2\sigma_y)\) has eigenvalues \(\pm\tfrac12\sqrt{\zeta^2+\Delta_1^2+\Delta_2^2}\), so
\[
\nu=\sqrt{\Delta^2+\zeta^2},\qquad \zeta=g_{\rm eff}\beta B_0\cos\theta,\qquad \Delta^2=\Delta_1^2+\Delta_2^2 .
\]

**A:** Solved for the field, this is
\[
B_0=\frac{\sqrt{\nu^2-\Delta^2}}{g_{\rm eff}\beta\cos\theta}.
\]
For \(\nu=9.4\) GHz the root is 8.694 GHz. With \(\beta=0.013996\) GHz/mT, \(g_{\rm eff}\beta=0.11156\) GHz/mT, so the line for \(\theta=0\) lies at 77.9 mT. Finding the field numerically from the full five-level Hamiltonian gives the same value to this accuracy.

**Q:** If I had ignored the gap, I would have read off \(g=\nu/(\beta B_0)=8.62\), not 7.97. Could I simply call that my \(g_\parallel\)?

**A:** It would not survive a change of frequency. Inserting the resonance field for \(\theta=0\) gives
\[
\frac{\nu}{\beta B_0}=\frac{g_{\rm eff}}{\sqrt{1-(\Delta/\nu)^2}} .
\]
The apparent value falls towards \(g_{\rm eff}\) at high frequency and diverges as \(\nu\) approaches \(\Delta\). Below \(\Delta\) the two-level model has no resonance at any field.

**Q:** Fine, the position is shifted. I still expect \(\mathbf B_1\) perpendicular to \(\mathbf B_0\) to drive the line, as it does for a free spin.

**A:** For a free spin the static field gives \(\sigma_z\) and a transverse \(\mathbf B_1\) gives \(\sigma_x\), which flips it. In your pair every magnetic field gives \(\sigma_z\), including \(\mathbf B_1\). Let \(\mathbf e_1\) be its direction. The perturbation is
\[
V(t)=\tfrac12g_{\rm eff}\beta B_1(\mathbf e_1\cdot\mathbf n)\,\sigma_z\cos2\pi\nu t .
\]
Choose the relative phase of \(|\pm\rangle\) so that the gap term is \(\tfrac12\Delta\sigma_x\), and set \(\zeta=\nu\cos\alpha\), \(\Delta=\nu\sin\alpha\). The eigenstates are
\[
|{\rm up}\rangle=\cos\tfrac\alpha2|+\rangle+\sin\tfrac\alpha2|-\rangle,\qquad
|{\rm low}\rangle=-\sin\tfrac\alpha2|+\rangle+\cos\tfrac\alpha2|-\rangle .
\]
What is the element of \(\sigma_z\) between them?

**Q:** It is
\[
\langle{\rm up}|\sigma_z|{\rm low}\rangle=-2\sin\tfrac\alpha2\cos\tfrac\alpha2=-\sin\alpha=-\frac{\Delta}{\nu}.
\]
So the transition element of the moment, in units of \(\mu_B\), has magnitude
\[
m=\frac{g_{\rm eff}}2\,\frac{\Delta}{\nu}\,|\mathbf e_1\cdot\mathbf n| .
\]
It vanishes without a gap! I would have expected the perfect, undistorted ion to give the best signal.

**A:** Without a gap the states are \(|+\rangle\) and \(|-\rangle\), and \(\mathbf B_1\) merely shakes their energies up and down. The distortion mixes them, and then shaking the energies also causes transitions.

With \(\mathbf B_0\) along \(z\), \(\Delta/\nu=0.380\), and \(\mathbf B_1\) along \(z\) gives \(m=\tfrac12(7.97)(0.380)=1.515\). For \(\mathbf B_1\) along \(x\) or \(y\) the element is zero even with all five levels kept: \(B_z\), \(D\) and \(E\) preserve the evenness of \(m\), so \(S_x\) and \(S_y\) cannot connect the two states.

**Q:** Does a matrix element really settle what a microwave pulse does?

**A:** Near resonance, follow the amplitudes. Let \(V_0=\beta B_1m\), and choose phases so that the coupling is \(+V_0\cos2\pi\nu t\). With the free oscillation removed,
\[
i\dot c_{\rm up}=2\pi V_0\cos(2\pi\nu t)\,e^{2\pi i\nu t}c_{\rm low}=\pi V_0\left(1+e^{4\pi i\nu t}\right)c_{\rm low}.
\]
For \(V_0\ll\nu\) the rapidly oscillating term averages out. The equation leaves out the diagonal elements of \(V(t)\), which are \(\pm\tfrac12g_{\rm eff}\beta B_1(\mathbf e_1\cdot\mathbf n)\cos\alpha\,\cos2\pi\nu t\) and shake the two energies. They lack the factor \(\Delta/\nu\), so they average out under the stronger condition \(g_{\rm eff}\beta B_1\ll\nu\); for \(B_1=1\) mT this is 0.11 GHz against 9.4 GHz. The other amplitude obeys \(i\dot c_{\rm low}=\pi V_0c_{\rm up}\). Starting in the lower state, \(c_{\rm up}=-i\sin\pi V_0t\), and the transferred population is \(\sin^2\pi V_0t\).

For \(B_1=1\) mT, \(V_0=0.013996\times1.515=0.0212\) GHz, and transfer is complete after \(1/(2V_0)=23.6\) ns. I integrated the Schrödinger equation numerically for all five levels over 222 microwave periods, which is this time to the nearest period. The transferred population is 1.0000 for \(\mathbf B_1\) along \(z\) and zero to six decimals for \(\mathbf B_1\) along \(x\). It is also zero for \(\mathbf B_1\) along \(z\) when \(E=0\), at the same static field and with the frequency retuned to the new splitting.

**Q:** So the rule is to use a resonator with \(\mathbf B_1\) parallel to \(\mathbf B_0\).

**A:** The rule is that \(\mathbf B_1\) needs a component along \(\mathbf n\). The two statements agree when \(\mathbf B_0\) lies along \(\mathbf n\). Tilt \(\mathbf B_0\) by \(60^\circ\) towards \(x\). What do you predict?

**Q:** The resonance moves to \(77.935/\cos60^\circ=155.87\) mT. At fixed \(\nu\) the factor \(\Delta/\nu\) is unchanged. For \(\mathbf B_1\) parallel to \(\mathbf B_0\) I get \(m=1.515\cos60^\circ=0.76\). For \(\mathbf B_1\) perpendicular to \(\mathbf B_0\), in the plane of \(\mathbf B_0\) and \(\mathbf n\), I get \(1.515\sin60^\circ=1.31\). The perpendicular arrangement is the stronger one!

**A:** Yes. A signal in perpendicular mode therefore does not prove that the doublet is a Kramers one: a powder contains many tilted ions. The five-level calculation puts the resonance at 156.01 mT and gives elements of 0.76 and 1.30. With \(\mathbf B_1\) along \(y\), perpendicular to both \(\mathbf B_0\) and \(\mathbf n\), the two-level model gives zero and the full one 0.01. These differences come from the three upper levels, since leaving them out is the one approximation that separates the two calculations.

**Q:** Then \(g_\perp=0\) does not mean that a perpendicular field has no effect whatever.

**A:** It means no effect linear in the field within the pair. Take \(E=0\) and \(\mathbf B\) along \(x\), and write \(b=g\beta B\). The perturbation \(\tfrac b2(S_++S_-)\) changes \(m\) by one, so four steps are needed to go from \(2\) to \(-2\). Their elements are \(b\), \(\tfrac{\sqrt6}2b\), \(\tfrac{\sqrt6}2b\) and \(b\), with product \(\tfrac32b^4\). The intermediate levels lie \(3|D|\), \(4|D|\) and \(3|D|\) above the pair, so the lowest-order coupling is
\[
\frac{\tfrac32b^4}{(-3|D|)(-4|D|)(-3|D|)}=-\frac{b^4}{24|D|^3}.
\]
Shifts common to both states do not split them, and the gap is twice the magnitude of the coupling, \(b^4/(12|D|^3)\). At 200 mT, \(b=5.60\) GHz and the gap is \(4.7\times10^{-5}\) GHz, in agreement with diagonalization. An ordinary spin with \(g=2\) would be split by 5.60 GHz in that field.

The fourth power holds for the purely axial model, with \(D\) alone. A rhombic term, a trigonal term or the tetragonal term \(q\) makes the gap change already in second order in the field. With \(E=12\) GHz the two states are shifted unequally already in second order. For \(\mathbf B\) along \(x\), \(S_x\) connects \(|a\rangle\) with element 1 to the level 324 GHz above it, and \(|s'\rangle\) with element \(\cos\varphi-\sqrt3\sin\varphi=0.848\) to the level \(156+243.6=399.6\) GHz above it. The gap therefore changes by \(-b^2\left(\tfrac1{324}-\tfrac{0.719}{399.6}\right)=-1.29\times10^{-3}\,b^2\), with \(b\) and the result in GHz. This is \(-0.04\) GHz at 200 mT, but more than 1 GHz, about a third of \(\Delta\), at \(b=30\) GHz. The description by two levels can be trusted when \(b\) and \(\nu\) are small compared with the distance to the next level, here 324 GHz, and this second-order change is small compared with the splitting being predicted.

**Q:** If \(\sigma_x\) belongs to distortions, could I drive the transition by shaking the distortion instead?

**A:** Yes, and then the gap is not needed. The states above give
\[
\langle{\rm up}|\sigma_x|{\rm low}\rangle=\cos^2\tfrac\alpha2-\sin^2\tfrac\alpha2=\cos\alpha=\sqrt{1-(\Delta/\nu)^2},
\]
which is largest at \(\Delta=0\). A microwave electric field can act in this way if it changes the crystal field linearly, which requires a site without inversion symmetry.

In your ion, suppose that \(E\) is modulated. A small change \(\delta E\) alters the gap term by \(\tfrac12(d\Delta/dE)\,\delta E\,\sigma_x\), where
\[
\frac{d\Delta}{dE}=\frac{6E}{\sqrt{D^2+3E^2}}=\frac{72}{121.787}=0.591 .
\]
The transition element per unit \(\delta E\) is \(\tfrac12(0.591)(0.925)=0.273\) for \(\mathbf B_0\) along \(z\); the five-level value is 0.274. This particular drive fades as \(E\to0\), because \(\Delta\) is then quadratic in \(E\). Modulating the tetragonal coefficient \(q\) does not have that weakness: it couples \(|2\rangle\) and \(|-2\rangle\) directly, so the transition element per unit \(\delta q\) is 12 when the static gap is zero, and \(6(1+\cos^2\varphi)\cos\alpha=11.06\) for your ion with \(E=12\) GHz at the 9.4 GHz resonance along \(z\).

**Q:** So I may keep the Pauli matrices, but not the habit of reading all three as components of a magnetic moment.

**A:** One of them is magnetic. To predict your spectrum you need \(g_{\rm eff}\), the direction \(\mathbf n\) and the gap \(\Delta\), and for the transition element you need the angle between \(\mathbf B_1\) and \(\mathbf n\). In a field sweep the area of the line is proportional to \(m^2\) divided by \(d\nu/dB_0=g_{\rm eff}\beta\cos\theta\,\zeta/\nu\), so it also depends on the angle \(\theta\) between \(\mathbf B_0\) and \(\mathbf n\): for the same \(m\) it doubles at \(\theta=60^\circ\). All this holds within the two-level regime, for one value of \(\Delta\) and without hyperfine coupling to a nuclear spin; a spread of distortions in a real sample means a spread of \(\Delta\).
